\section*{Terminal admittances of a drift-diffusion channel and their zero-sum rules}

\section{Three drives or four?}

A circuit calculation needs the small-signal admittance matrix of a transistor with gate $G$, drain $D$, source $S$ and back gate $B$. The practical decision is whether to solve the channel for three terminal drives and fill in the fourth column from zero-sum rules, or to solve for all four. Filling in uses up the rule that each row sums to zero; only the column sums of the three solved columns remain as a check. Solving for everything leaves both rules free to check the calculation.

Let $I_a$ be the current entering the device at terminal $a$, per unit channel width, with time factor $e^{j\omega t}$:
\begin{equation}
I_a=\sum_b Y_{ab}(\omega)\,\delta V_b .
\end{equation}
Current conservation requires $\sum_aY_{ab}=0$ for every column. If only voltage differences matter, a common shift of all four voltages produces no current, and $\sum_bY_{ab}=0$ for every row. A $4\times4$ matrix then has nine independent complex entries.

All four drives share one matrix factorisation, so the fourth column costs one more back-substitution. I therefore solve for all four. It remains to find a discretisation in which the sums vanish on a finite mesh, and to find out what vanishing sums leave unproved.

\section{The channel and its naive terminal currents}

The model is a thin undoped silicon film of thickness $t$ and length $L$, with source at $x=0$ and drain at $x=L$. It uses a film-averaged potential $\psi(x)$ and an electron sheet density $n(x)$. The front and back plates have capacitances $C_G$ and $C_B$ per unit area, and $\Phi$ is a constant voltage offset, taken equal for both plates. The potential reference is chosen so that at each contact $\psi$ equals the terminal voltage, while $n=n_c$ is fixed.

With positive elementary charge $q$, thermal voltage $V_T=k_BT/q$ and mobility $\mu$, the electron current towards positive $x$ and the continuity equation are
\begin{equation}
J=q\mu\left(V_T\frac{dn}{dx}-n\frac{d\psi}{dx}\right),\qquad
q\frac{\partial n}{\partial t}=\frac{\partial J}{\partial x}.
\label{dd}
\end{equation}
The second follows from charge conservation because the mobile charge is $-qn$. Generation, recombination and gate leakage are left out.

The naive scheme linearises these equations and takes the electron current at each end as the contact current. At dc that suffices. At finite frequency a changing lateral field also ends on charge at the metal contact, and supplying that charge is a terminal current. Without it the columns do not close. The cure is to define the contact current by a balance over the same cells that are used inside the channel.

\section{Cells that share their fluxes}

Place nodes $i=0,\ldots,N$ at spacing $h$. Interior cells have width $w_i=h$, end cells $w_i=h/2$. On each edge the lateral electric flux, integrated over the film thickness, is
\begin{equation}
D_{i+1/2}=-\frac{\varepsilon t}{h}(\psi_{i+1}-\psi_i).
\end{equation}
The flux entering from the plates per unit area is
\begin{equation}
f_i=C_G(V_G-\Phi-\psi_i)+C_B(V_B-\Phi-\psi_i).
\end{equation}
Gauss's law equates the net outward flux to the charge $-qw_in_i$. Moving the plate flux to the right gives, for interior cells,
\begin{align}
D_{i+1/2}-D_{i-1/2}&=w_i(f_i-qn_i),\label{gauss}\\
J_{i+1/2}-J_{i-1/2}&=qw_i\frac{dn_i}{dt}.\label{cont}
\end{align}

The edge current needs care, since $\psi$ may change by an appreciable part of $V_T$ between nodes. Take $J$, $\mu$ and the field constant on an edge and set $u=(\psi_{i+1}-\psi_i)/V_T$. Equation \eqref{dd} becomes
\begin{equation}
\frac{dn}{dx}-\frac{u}{h}n=\frac{J}{q\mu V_T}.
\end{equation}
Its solution with $n=n_i$ at the left node, evaluated at the right node, is
\begin{equation}
n_{i+1}=n_ie^u+\frac{Jh}{q\mu V_T}\,\frac{e^u-1}{u}.
\end{equation}
Solving for $J$ and using $ue^u/(e^u-1)=\mathcal B(-u)$,
\begin{equation}
J_{i+1/2}=\frac{q\mu V_T}{h}\left[n_{i+1}\mathcal B(u)-n_i\mathcal B(-u)\right],\quad
\mathcal B(u)=\frac{u}{e^u-1}.
\label{sg}
\end{equation}
This is the Scharfetter--Gummel current. For $u\to0$ it reduces to a centred difference.

The mobility falls with the potential slope $F=(\psi_{i+1}-\psi_i)/h$:
\begin{equation}
\mu=\frac{\mu_0}{\sqrt{1+r^2}},\qquad r=\frac{\mu_0F}{v_{\rm sat}}.
\label{mob}
\end{equation}

The dc state solves \eqref{gauss} and \eqref{cont} with $dn_i/dt=0$. Newton iteration treats $\psi_i$ and $n_i$ together, starting at zero drain voltage and raising the drain in steps of at most 50 mV. The zero-frequency linear response predicts each next state.

\section{Linear response and the column rule}

Around the dc state, the variation of \eqref{sg} is
\begin{equation}
\delta J=a(\delta\psi_{i+1}-\delta\psi_i)+b_+\delta n_{i+1}-b_-\delta n_i,
\end{equation}
with $b_\pm=q\mu V_T\mathcal B(\pm u)/h$. The potential drop enters through both $\mathcal B$ and $\mu$. Since $\partial u/\partial\psi_{i+1}=1/V_T$ and $\partial F/\partial\psi_{i+1}=1/h$,
\begin{equation}
a=\frac{q\mu}{h}\left[n_{i+1}\mathcal B'(u)+n_i\mathcal B'(-u)\right]
+\frac{J}{\mu h}\frac{d\mu}{dF}.
\label{a}
\end{equation}
The plus sign before $n_i\mathcal B'(-u)$ comes from two minus signs, one in \eqref{sg} and one from differentiating $-u$. From \eqref{mob},
\begin{equation}
\frac{1}{\mu}\frac{d\mu}{dF}=-\left(\frac{\mu_0}{v_{\rm sat}}\right)^2\frac{F}{1+r^2}.
\label{dmu}
\end{equation}

For each unit drive the contact values are $\delta\psi_0=\delta V_S$, $\delta\psi_N=\delta V_D$ and $\delta n_0=\delta n_N=0$. The interior unknowns make these residuals vanish:
\begin{align}
R_{P,i}&=\delta D_{i+1/2}-\delta D_{i-1/2}-w_i(\delta f_i-q\delta n_i),\\
R_{C,i}&=\delta J_{i+1/2}-\delta J_{i-1/2}-j\omega qw_i\delta n_i .
\end{align}
Define the total edge current $T=\delta J+j\omega\,\delta D$. A source half-cell receives the terminal current and the plate displacement current, and passes on $T_{1/2}$. The drain balance is similar, with the outward direction reversed. Hence
\begin{align}
I_S&=T_{1/2}-j\omega w_0\delta f_0,\label{is}\\
I_D&=-T_{N-1/2}-j\omega w_N\delta f_N,\label{id}\\
I_G+I_B&=j\omega\sum_{i=0}^{N}w_i\delta f_i.\label{igb}
\end{align}
The separate plate currents are the $C_G$ and $C_B$ parts of \eqref{igb}.

In the combination $R_C+j\omega R_P$ the electron terms $\mp j\omega qw_i\delta n_i$ cancel. Summed over interior cells, the edge terms telescope:
\begin{equation}
\sum_{i=1}^{N-1}(R_{C,i}+j\omega R_{P,i})
=T_{N-1/2}-T_{1/2}-j\omega\sum_{i=1}^{N-1}w_i\delta f_i .
\end{equation}
Adding \eqref{is}--\eqref{igb} removes the two end-cell plate terms and leaves the negative of this expression:
\begin{equation}
\sum_aI_a=-\sum_{i=1}^{N-1}(R_{C,i}+j\omega R_{P,i}).
\label{column}
\end{equation}
This holds for arbitrary trial fields, solved or not. When the linear equations are satisfied, the column sum is zero on any mesh. The rule thus tests the solve and the flux bookkeeping, and says nothing about whether $\delta J$ is the right derivative. With random fields added in the interior at 100 GHz, \eqref{column} held to better than $10^{-9}$ of the largest trial current.

Suppose the lateral displacement current is dropped from \eqref{is} and \eqref{id} while the interior equations are kept. Then
\begin{equation}
\sum_aI_a=-j\omega(\delta D_{1/2}-\delta D_{N-1/2}).
\end{equation}
In the example below, at 100 GHz, the column sum for the drain drive is then about 0.7 of the largest entry in that column. For the other three drives the ratio is below 0.04, so the omission is serious mainly when the drain is driven.

\section{The row rule and its blind spot}

Raise all four terminals by the same $\delta V=1$. The trial solution $\delta\psi_i=1$, $\delta n_i=0$ has no potential differences, so $\delta D=\delta J=0$. The plate terms vanish because $C_G(1-1)+C_B(1-1)=0$. Both residuals are therefore zero. If the linear matrix is nonsingular, this is the only solution, and every terminal current in it is zero. That proves the row rule.

The proof fails if a contact potential is pinned to an absolute reference instead of following its terminal. Both rules also need every electrode on which field lines end. With the back gate deleted from the list, the drain row lacks $Y_{DB}$. At 100 GHz this leaves
\begin{equation}
\frac{|Y_{DB}|}{|Y_{DS}|}=
\frac{|0.0730-0.0294j|}{|-1.2660+0.3919j|}=0.059,
\end{equation}
which is the worst sum defect of the reduced matrix, relative to the largest entry in its row or column.

A subtler error is to freeze the mobility at its dc value by omitting the last term of \eqref{a}. The same wrong $\delta J$ enters the cells and the terminals, and it still depends on potential differences. Both proofs go through unchanged. At 10 MHz the frozen calculation has relative sums of $1.4\times10^{-12}$, yet its output conductance is 0.293 mS/$\mu$m where the full derivative gives 0.0497 mS/$\mu$m.

The direction of the error follows from the drift part, $J\simeq-qn\mu F$. Using \eqref{dmu},
\begin{equation}
\frac{\partial J}{\partial F}=-qn\mu\left(1-\frac{r^2}{1+r^2}\right)
=-\frac{qn\mu}{1+r^2}.
\end{equation}
Freezing $\mu$ gives $-qn\mu$, too large in magnitude by $1+r^2$. This holds only where drift carries the whole current. In general the mobility term of \eqref{a} is proportional to the net $J$, and the factor is $1/[1-(J/J_{\rm drift})\,r^2/(1+r^2)]$ with $J_{\rm drift}=-qn\mu F$. It peaks at about 40 some 3.5 nm before the drain. On the last mesh edge the field is 0.655 MV/cm and $r=13$, but the density is rising to $n_c$ there. Diffusion cancels about two thirds of the drift, and the factor is only about 1.5. With mesh refinement the peak field tends to 0.68 MV/cm, at the contact itself. This is above the bulk breakdown field of silicon, but a total drop of 0.6 V gives an electron less than the band-gap energy, so impact ionisation should stay weak. The terminal conductance is wrong by a factor of 5.9. It depends on the whole channel: the local factor is about 1.4 at mid-channel and close to one where the field is low.

The derivative needs a check of its own. Re-solving the nonlinear dc problem with each terminal moved by $\pm0.2$ mV reproduces the conductances to $1.9\times10^{-8}$ of the largest one. The charges on the two plates, differentiated in the same way, reproduce the plate rows of ${\rm Im}\,Y/\omega$ at 10 MHz to $7\times10^{-9}$ of the largest gate capacitance. The source and drain rows have no such charge test, because \eqref{is} and \eqref{id} do not assign the channel electrons to one contact or the other.

\section{Two checks at finite frequency}

The dc comparisons do not test the frequency dependence. One test that does is the nonlinear time-dependent problem with a 1 mV sine at 100 GHz, applied first to the gate and then to the drain. On a 200-cell mesh with 200 time steps per period, the current in the third period agrees with the linear result to $3.0\times10^{-4}$ of the largest entry in the column. The time step accounts for an error of this size: the second-order backward difference replaces $j\omega$ by $j\omega[1+(\omega\Delta t)^2/3]$ to leading order, and $(2\pi/200)^2/3=3.3\times10^{-4}$.

The other test is a case solvable without a mesh. At zero drain bias, choose $V_G$ so that the plate flux at $\psi=0$ equals $qn_c$. The channel is then uniform. Write $C=C_G+C_B$. For a unit gate drive,
\begin{align}
\varepsilon t\,\delta\psi''-C\delta\psi-q\delta n+C_G&=0,\\
j\omega\,\delta n&=\mu_0(V_T\delta n''-n_c\delta\psi'').
\end{align}
A particular solution is $\delta\psi=p=C_G/C$, $\delta n=0$. For a mode varying as $e^{\kappa x}$ with $\delta n=\rho\,\delta\psi$, the first equation gives $q\rho=\varepsilon t\kappa^2-C$. Inserting this in the second equation, multiplied by $q$, yields
\begin{equation}
\mu_0V_T\varepsilon t\,\kappa^4-
[\mu_0(V_TC+qn_c)+j\omega\varepsilon t]\kappa^2+j\omega C=0 .
\end{equation}
With $x$ measured from the channel centre, the symmetric solution is
\begin{equation}
\delta\psi=p+\sum_{m=1}^{2}A_m\frac{\cosh\kappa_mx}{\cosh(\kappa_mL/2)} .
\end{equation}
At the contacts $\delta\psi=\delta n=0$, so $A_1+A_2=-p$ and $\rho_1A_1+\rho_2A_2=0$. These give
\begin{equation}
A_1=-\frac{p\rho_2}{\rho_2-\rho_1},\qquad A_2=\frac{p\rho_1}{\rho_2-\rho_1}.
\end{equation}
Integrating the gate displacement current over the channel,
\begin{equation}
Y_{GG}=j\omega C_G\left[L(1-p)-\sum_{m=1}^{2}\frac{2A_m}{\kappa_m}\tanh\frac{\kappa_mL}{2}\right].
\label{ygg}
\end{equation}
At 200 GHz the 500-cell result differs from \eqref{ygg} by $3.3\times10^{-6}$ relative to $Y_{GG}$. From 250 to 500 cells the error falls with order 1.99.

The low-frequency limit shows the physics. One mode is a thin screening layer at the contacts. Its amplitude is small when $V_TC\ll qn_c$; neglect it, so that $A_1\simeq-p$. The other has $\kappa^2\simeq j\omega C/[\mu_0(qn_c+V_TC)]$. Using $\tanh z\simeq z-z^3/3$ and $pC=C_G$,
\begin{equation}
Y_{GG}\simeq j\omega C_GL+
\frac{\omega^2C_G^2L^3}{12\mu_0(qn_c+V_TC)} .
\end{equation}
The real part is the loss caused by charging the gate capacitance through the channel resistance from both ends. It grows as $\omega^2$. Here $V_TC/(qn_c)=0.037$, and at 10 GHz neglecting the layer makes both parts of this estimate 3 to 4\% too large.

\section{A 100 nm transistor}

The example has $L=100$ nm, a 7 nm film, a capacitance-equivalent gate thickness of 1.6 nm and a 25 nm buried oxide. It uses $\mu_0=200$ cm$^2$/Vs, $v_{\rm sat}=10^7$ cm/s, $n_c=10^{13}$ cm$^{-2}$ and $\Phi=0.40$ V. At 300 K, with $V_G=0.90$ V, $V_D=0.60$ V and the other terminals at zero, the drain current is 0.424 mA/$\mu$m. At 100 GHz, in mS/$\mu$m and in the order $G,D,S,B$,
\begin{align}
{\rm Re}\,Y&=\begin{pmatrix}
0.135&-0.004&-0.139&0.009\\
1.141&0.053&-1.266&0.073\\
-1.284&-0.048&1.414&-0.082\\
0.009&-0.000&-0.009&0.001
\end{pmatrix},\\
{\rm Im}\,Y&=\begin{pmatrix}
1.091&-0.101&-0.973&-0.017\\
-0.459&0.097&0.392&-0.029\\
-0.615&0.011&0.643&-0.039\\
-0.017&-0.006&-0.062&0.086
\end{pmatrix}.
\end{align}
With the further digits of the numerical output, the imaginary gate column sums as $1.09060-0.45909-0.61452-0.01699=0.00000$. Over the four frequencies 1, 10, 100 and 300 GHz, the worst relative column and row sums are $1.2\times10^{-12}$ and $6\times10^{-13}$.

Apart from the direct terms $j\omega C_GL$ in $Y_{GG}$ and $j\omega C_BL$ in $Y_{BB}$, the back-gate row and column repeat those of the front gate on a smaller scale. Both plates act on the same averaged potential, so a back-gate drive produces $C_B/C_G=1.6/25=0.064$ times the electron response of a front-gate drive. Indeed $0.064\times1.1405=0.0730$, the real part of $Y_{DB}$. This also makes $Y_{GB}=Y_{BG}$ under bias. It is a property of film averaging; a film resolved in depth need not share it.

The other entries are far from symmetric. At 10 MHz ${\rm Im}\,Y_{DG}/\omega=-0.753$ fF/$\mu$m, but ${\rm Im}\,Y_{GD}/\omega=-0.162$ fF/$\mu$m. Symmetry belongs to equilibrium. There, write $n=n_ce^{(\psi-\varphi)/V_T}$ with constant $\varphi$. Since $\mathcal B(-u)=e^u\mathcal B(u)$, equation \eqref{sg} gives
\begin{equation}
\delta J=-g(\delta\varphi_{i+1}-\delta\varphi_i),\quad g=\frac{q\mu}{h}n_{i+1}\mathcal B(u)>0,
\end{equation}
and the mobility derivative drops out because $J=0$. Each edge is then a conductance between $\varphi$ nodes, and $q\delta n_i=(qn_i/V_T)(\delta\psi_i-\delta\varphi_i)$ acts as a capacitor between $\psi_i$ and $\varphi_i$. With the dielectric capacitors, this is a network of two-terminal elements, whose nodal matrix is symmetric. Eliminating interior nodes preserves the symmetry. At $V_D=0$ and the same gate voltage, the largest asymmetry is $9\times10^{-14}$ of the largest entry; at the operating bias it is 0.82.

\section{When dc derivatives are enough}

The low-frequency values are $g_m={\rm Re}\,Y_{DG}=1.219$ mS/$\mu$m and $C_{GG}={\rm Im}\,Y_{GG}/\omega=1.772$ fF/$\mu$m. The quasi-static unity-current-gain frequency is $g_m/(2\pi C_{GG})=109.5$ GHz. Solving $|Y_{DG}|=|Y_{GG}|$ with the full response gives $f_T=112.5$ GHz, 3\% higher.

That agreement hides a larger error in the complex entry. At 100 GHz, the extrapolation $g_m+j\omega({\rm Im}\,Y_{DG}/\omega)_{\rm low}$ gives $1.219-0.473j$ mS/$\mu$m, against $1.141-0.459j$ from the full response. The difference is 6.5\% of $|Y_{DG}|$, mostly in the real part, while the magnitude stays within 1\% of $g_m$. At 300 GHz the same extrapolation is wrong by 50\% of $|Y_{DG}|$. For this device and bias, low-frequency coefficients suffice to estimate $f_T$ to a few per cent, but not to compute $Y_{DG}$ at 300 GHz.

\section{Distance from a real device}

The layer thicknesses and mobility are rough values for a fully depleted silicon-on-insulator transistor; the 100 nm gate is long beside the few tens of nanometres of scaled versions. Local velocity saturation is a questionable assumption, because electrons can overshoot $v_{\rm sat}$ near the drain, and the results are sensitive to it. Raising $v_{\rm sat}$ by 50\%, with all other inputs fixed, raises $g_m$ by 21\% and $f_T$ by 26\%. Fringe capacitance of a rough 0.2 fF/$\mu$m per side adds 23\% to $C_{GG}$ and lowers the quasi-static $f_T$ to about 89 GHz. A rough source resistance $R=100$ $\Omega\,\mu$m raises the internal source voltage, which acts against the gate, the drain and the back gate together. With their low-frequency conductances of 1.219, 0.050 and 0.078 mS/$\mu$m, the external transconductance is near $1.219/(1+0.135)=1.07$ mS/$\mu$m if the internal bias is kept. With the external voltages held instead, the drop across $R$ also shifts the operating point, and the value falls to about 1.04 mS/$\mu$m. Self-heating is estimated at 45 K if all heat crosses the oxide under the gate.

Some other omissions and inputs can be gauged as well. Electron degeneracy, imitated by multiplying $V_T$ by 1.95 everywhere, changes $g_m$ by $-2.2\%$ and $f_T$ by $+0.8\%$. The value 1.95 assumes that all electrons, at the density found 10 nm from the source, occupy one subband of the two-fold valleys with mass $0.19\,m_0$. In a 7 nm film at 300 K higher subbands and the four-fold valleys are also filled, which lowers the factor to roughly 1.3, so the degeneracy figures given here are on the high side. A factor that follows the local density gives about $+1\%$ and $+3.5\%$ instead, so only the size of the effect, a few per cent, is reliable. Carrier inertia enters through $\omega\tau=0.015$ at $f_T$. The nondegenerate estimate of the mean free path, 8.4 nm, is 8\% of $L$, but more than half of the 13 nm beyond the source barrier over which the potential rises by $k_BT/q$. Allowing for degeneracy at the barrier, again with a single subband, lengthens it to about 11 nm. Partly ballistic injection is therefore not negligible, and drift-diffusion is only a rough description there. Doubling $n_c$, with the offset adjusted to keep the electron density at the source barrier nearly unchanged, moves both figures by less than 0.2\%. Doubling the number of cells moves them by about 0.001\%. The mesh error is thus negligible beside the physical uncertainty, and sums of order $10^{-12}$ measure neither.

\section*{Table of computed values}
\begin{verbatim}
L, film, gate CET, BOX: 100, 7, 1.6, 25 nm
T 300 K; kT/q 25.85 mV; mesh 500 cells, h 0.20 nm
mobility 200 cm2/Vs; v_sat 1.0e+07 cm/s
contact density 1.0e+13 cm^-2; offset 0.40 V
bias G,D,S,B: 0.90 0.60 0.00 0.00 V
C_G, C_B: 2.158, 0.1381 uF/cm2
drain current 0.4244 mA/um
density at 10 nm 6.268e+12; minimum 2.684e+12 cm^-2
gm 1.2191; gds 0.04972 mS/um
C_GG 1.7723 fF/um (Im Y/w at 10 MHz)
Im Y_GD/w -0.1615; Im Y_DG/w -0.7532 fF/um
Y at 100 GHz, mS/um; columns G D S B; real then imaginary
Re G   0.13489  -0.00441  -0.13911   0.00863
Re D   1.14052   0.05252  -1.26603   0.07299
Re S  -1.28405  -0.04782   1.41404  -0.08218
Re B   0.00863  -0.00028  -0.00890   0.00055
Im G   1.09060  -0.10074  -0.97287  -0.01699
Im D  -0.45909   0.09657   0.39191  -0.02938
Im S  -0.61452   0.01062   0.64323  -0.03933
Im B  -0.01699  -0.00645  -0.06226   0.08570
largest relative column sum 1.2e-12; row sum 6.1e-13
column defect without lateral displacement 0.7166
largest sum defect without back gate 0.0594
frozen mobility: sums 1.4e-12, gds 0.29311 mS/um
dc difference errors: conductance 1.9e-08, capacitance 7.1e-09
time-domain relative error 3.0e-04 (200 cells, 100 GHz)
uniform-channel error 3.3e-06; mesh order 1.991
reciprocity defect: equilibrium 9.1e-14, biased 0.822
1 GHz Y_GG, Y_DG: 0.00001+0.01114j, 1.21913-0.00473j mS/um
10 GHz Y_GG, Y_DG: 0.00139+0.11133j, 1.21833-0.04731j mS/um
100 GHz Y_GG, Y_DG: 0.13489+1.09060j, 1.14052-0.45909j mS/um
300 GHz Y_GG, Y_DG: 0.99076+2.83381j, 0.65112-1.10846j mS/um
f_T 112.50; quasi-static gm/(2 pi C_GG) 109.48 GHz
mesh doubling: gm -0.001%, f_T -0.001%
degenerate Einstein factor 1.951
enlarged diffusion voltage: gm -2.22%, f_T +0.77%
v_sat +50%: gm +20.84%, f_T +25.81%
contact density x2: gm +0.05%, f_T +0.13%
inertia: w tau at f_T 0.0153
mean free path 8.38 nm; ratio to L 0.0838
self-heating, all heat through BOX under gate: 45.5 K
source resistance 100 ohm um: gm R 0.1219
fringe 0.20 fF/um per side; two sides/C_GG 0.2257
gate leakage 1.0 A/cm2; ratio to drain current 2.4e-06
peak lateral field 0.655 MV/cm
peak equivalent-oxide field 3.156 MV/cm
\end{verbatim}
